# Thermal and shot noise in a long subthreshold channel: one noise

## What fixes the form of the answer

Consider a long, uniform n-channel MOSFET in weak inversion. Its electrons are sparse enough to ignore one another, its surface potential is set by gate and body, and its terminals are held at constant voltages. Let $I_f$ be the current carried by electrons that enter at the source and leave at the drain, and $I_r$ the opposing current of electrons that cross from drain to source. The drain current is $I=I_f-I_r$.

The spectral density $S_I$ has the unit A²/Hz, which is current times charge. Contributions of independent electrons add in the variance, so $S_I$ is linear in the electron populations supplied by the two contacts, and hence in $I_f$ and $I_r$. Exchanging source and drain reverses the current but leaves its noise unchanged, so the two coefficients are equal. Drain bias changes the populations but not the motion of an electron through the fixed channel potential, so the common coefficient does not depend on it. At low frequency $\omega L^2/D$ has gone to zero and drops out as well. Therefore

$$S_I=c\,q\,(I_f+I_r),$$

with $c$ a pure number.

Equilibrium fixes $c$. With $V_T=kT/q$ and Boltzmann contacts, $I_r=I_f e^{-V_{DS}/V_T}$ (derived below), so

$$I=I_f\left(1-e^{-V_{DS}/V_T}\right),\qquad g_{ds}(0)=\left.\frac{dI}{dV_{DS}}\right|_0=\frac{I_f}{V_T}.$$

Johnson's formula for a one-sided spectrum then requires $2cqI_f=4kT\,I_f/V_T=4qI_f$, so $c=2$:

$$\boxed{S_I=2q(I_f+I_r)}$$

In saturation $I_r\to0$ and $S_I=2qI$, which is full shot noise. The same coefficient serves both limits, so there is no room for a second, separately added source. The argument does not show which microscopic process is at work. Two derivations do, one by counting electrons at the contacts and one by adding the thermal noise of channel slices.

## Why: two opposing Poisson streams

A contact at low occupancy emits electrons independently, at a constant mean rate. Emission is then a Poisson process. Each emitted electron either crosses the channel, with probability $p$, or returns to its own contact. If the number emitted, $M$, has mean $\Lambda$, the number $N$ that cross has the generating function

$$\langle s^N\rangle=\left\langle(1-p+ps)^M\right\rangle=e^{\Lambda[(1-p+ps)-1]}=e^{\Lambda p(s-1)}.$$

This is again Poisson, with mean $\Lambda p$. Random selection alters the rate but not the statistics. The transit delay matters only near the ends of a counting window, and becomes negligible when the window is long. Electrons that return carry no net charge across, so they drop out of the long-time count.

Let the complete crossings occur at rates $\nu_f=I_f/q$ and $\nu_r=I_r/q$, and let $N$ be the net number delivered to the drain in time $t$. The streams are independent, so their logarithmic generating functions add:

$$\frac1t\ln\langle e^{\chi N}\rangle=\nu_f(e^\chi-1)+\nu_r(e^{-\chi}-1).$$

The first derivative at $\chi=0$ is the mean rate $\nu_f-\nu_r$. The second is the variance rate $\nu_f+\nu_r$. The directions subtract in the mean and add in the variance.

To convert to a spectrum, let $C(\tau)$ be the current autocorrelation. Over a long window the transferred charge has variance $t\int C\,d\tau$, while the one-sided spectrum at low frequency is $S_I=2\int C\,d\tau$. Hence

$$S_I=\frac{2}{t}\,\mathrm{Var}(qN)=2q^2(\nu_f+\nu_r)=2q(I_f+I_r).$$

The generating function was tested against direct diagonalization of the many-particle master equation for a two-site channel. The hop rates over its three bonds were 1.0, 0.7, 1.6 towards the drain and 0.8, 1.2, 0.9 towards the source. The contact populations were 0.30 and 0.12. For $\chi=-0.6$, 0.3 and 0.8 the largest difference was $1.4\times10^{-14}$ in the chosen unit of rate.

The fluxes follow from diffusion. Let $n$ be the electron density per unit area, $D$ the diffusion coefficient, and $W$ and $L$ the channel width and length. On a flat surface potential there is no drift. Steady current makes $dn/dx$ constant, so

$$I=\frac{qWD}{L}(n_s-n_d),\qquad I_f=\frac{qWDn_s}{L},\qquad I_r=\frac{qWDn_d}{L}.$$

Setting $n_d=0$ identifies $I_f$; setting $n_s=0$ identifies $I_r$. The drain bias lowers the electron Fermi level at the drain end by $qV_{DS}$ while the surface potential stays put. Boltzmann statistics then give $n_d=n_se^{-V_{DS}/V_T}$, which is the flux ratio used above. Dividing the noise by $2qI$ gives the Fano factor

$$F=\frac{S_I}{2qI}=\frac{1+e^{-V_{DS}/V_T}}{1-e^{-V_{DS}/V_T}}=\coth\frac{V_{DS}}{2V_T}.$$

## Why again: the thermal noise is already all of it

Divide the channel into $M=L/a$ steps of length $a$. An electron hops over a given bond at rate $\Gamma$ in either direction. With $N_i=nWa$ electrons on a site, the mean flux $\Gamma(N_i-N_{i+1})$ becomes $-\Gamma a^2W\,dn/dx$, so $D=\Gamma a^2$.

Hops to the right and left over one bond are opposing random events, and their noise is

$$S_\xi=2q^2\Gamma(N_i+N_{i+1})\simeq4q^2\Gamma nWa=\frac{4q^2DnW}{a}.$$

The Einstein relation $D=\mu kT/q$ turns this into $4kT(q\mu nW/a)$. The bracket is the conductance of the slice, so this is its Johnson noise.

The terminals do not receive all of it. The fluctuation of the current over bond $i$ is

$$\delta I_i=q\Gamma(\delta N_i-\delta N_{i+1})+\xi_i.$$

At low frequency no charge accumulates and $\delta I_i$ is the same for every bond. Summing over the $M$ bonds cancels the intermediate $\delta N_i$, and the end values vanish because the contacts fix them. What remains is $\delta I=M^{-1}\sum_i\xi_i$. The sources are independent, so

$$S_I=\frac{a^2}{L^2}\sum_i\frac{4q^2DnW}{a}=\frac{4kT\,q\mu W}{L^2}\int_0^Ln\,dx.$$

For the linear profile the integral is $L(n_s+n_d)/2$. Using $kT\mu=qD$,

$$S_I=\frac{4q^2DW}{L^2}\,\frac{L(n_s+n_d)}2=2q(I_f+I_r).$$

Slice-by-slice thermal noise thus gives full shot noise in saturation. The two names describe one set of random electron motions, seen inside the channel or at its ends.

An uneven but fixed barrier changes the crossing probabilities and the current, not the flux formula. At zero bias there is no net current, so the two fluxes are equal; $I_r$ is proportional to $n_d$, so their ratio remains $e^{-V_{DS}/V_T}$. In a test with 25 random site energies between 0 and $4kT$, noise summed from local hops agreed with the crossing formula to better than one part in $10^5$ at $V_{DS}/V_T=0$, 0.7 and 5.

## What may be added, and what may not

Adding $2qI$ to the slice noise counts the same motion twice:

$$2q(I_f+I_r)+2q(I_f-I_r)=4qI_f.$$

The error is zero at zero bias and a factor of two in saturation. The mistaken sum does not depend on drain bias at all when $I_f$ is held fixed.

There is, however, a correct expression that looks like a sum of two noises. The ideal differential conductance at the operating bias is

$$g_{ds}(V_{DS})=\frac{I_f}{V_T}e^{-V_{DS}/V_T}=\frac{I_r}{V_T},$$

so $4kTg_{ds}(V_{DS})=4qI_r$, and

$$2qI+4kTg_{ds}(V_{DS})=2q(I_f-I_r)+4qI_r=2q(I_f+I_r).$$

This identity regroups the fluxes. Its second term is not the thermal noise of the channel: it vanishes in saturation, whereas the slice noise tends to $2qI_f$. Inserting the zero-bias conductance instead would give $4qI_f+2qI_f=6qI_f$ in saturation, three times the right value.

## How large: a micrometre-long silicon device

Take $W=10$ µm, $L=1$ µm, a 4 nm oxide, doping of $3\times10^{17}$ cm⁻³, and $n_s=10^9$ cm⁻² at 300 K. The mobility is taken as 300 cm²/Vs. Then $V_T=25.85$ mV and $D=300\times0.02585=7.76$ cm²/s. In centimetre units,

$$I_f=\frac{(1.602\times10^{-19})(10^{-3})(7.756)(10^9)}{10^{-4}}=12.43\ \text{nA}.$$

The zero-bias conductance is $12.43\ \text{nA}/25.85\ \text{mV}=481$ nS. The gate voltage, and with it $I_f$, is held fixed in this table:

| $V_{DS}$ (mV) | $I$ (nA) | $S_I$ (fA²/Hz) | $F$ |
|---:|---:|---:|---:|
| 0 | 0 | 7963 | – |
| 10 | 3.99 | 6686 | 5.23 |
| 50 | 10.63 | 4557 | 1.34 |
| 100 | 12.17 | 4065 | 1.04 |
| 500 | 12.43 | 3982 | 1.00 |

The noise falls as the current rises, because drain bias removes the reverse stream while the forward stream stays unchanged. Between zero bias and saturation the power halves, and the amplitude falls from 89 to 63 fA/√Hz. The double-counted sum would stay at 7963 fA²/Hz throughout.

At 50 mV the regrouping can be followed in numbers. The shot term is $2q(10.63\ \text{nA})=3406$ fA²/Hz. The conductance has fallen to 69.5 nS, which contributes $7963\times69.48/480.65=1151$ fA²/Hz. Their sum is the tabulated 4557.

For noise 1% above $2qI$ at the same bias, $\coth(V_{DS}/2V_T)=1.01$. Solving for the exponential gives $e^{V_{DS}/V_T}=2.01/0.01=201$, or $V_{DS}=5.30V_T=137$ mV.

## The usable frequency window

In saturation each drain arrival is a source emission followed by an independent random delay. Such delays leave a steady Poisson stream Poisson, so the electron arrival current stays white in this model. Displacement currents through the gate are not included.

At zero bias, electrons that leave the drain and return to it do contribute at high frequency. Write $u^2=i\omega L^2/D$. The density disturbance obeys $i\omega\,\delta n=D\,\delta n''$ with $\delta n(0)=0$, so

$$\delta n(x)=\delta n(L)\frac{\sinh(ux/L)}{\sinh u}.$$

A small drain voltage gives $\delta n(L)=-n_s\delta V/V_T$. The electron current into the drain is $-qWD\,\delta n'(L)$, hence the admittance is $Y=g_{ds}(0)\,u\coth u$. The equilibrium noise $4kT\,\mathrm{Re}\,Y$ exceeds its low-frequency value by the factor

$$\mathrm{Re}(u\coth u)=1+\frac1{45}\left(\frac{\omega L^2}{D}\right)^2+\dots$$

since $u\coth u=1+u^2/3-u^4/45+\dots$, in which $u^2$ is imaginary and $u^4$ is negative. At $f=D/(2\pi L^2)=123$ MHz the excess is 2.2%.

The lower edge is set by flicker noise. A rough estimate takes oxide traps of density $N_t=10^{17}$ eV⁻¹cm⁻³ that exchange electrons by tunnelling over a decay length $\lambda=0.1$ nm. A trap with occupancy $\rho$ and time constant $\tau$ has number noise $4\rho(1-\rho)\tau/(1+\omega^2\tau^2)$. Integration over energy turns $\rho(1-\rho)$ into $kT$, and integration over depth, with $dx=\lambda\,d\tau/\tau$, gives $\lambda/f$. Each trapped charge is taken to shift the gate voltage by $q/(WLC_{ox})$, its value for a charge at the interface, so

$$S_V=\frac{q^2kT N_t\lambda}{WLC_{ox}^2f},$$

with the $kT$ that multiplies $N_t$ in eV. Equating $g_m^2S_V$ to $2qI$, with $g_m=I/(mV_T)$ and slope factor $m=1.20$, puts the corner near 360 Hz. It scales with the assumed trap density. The traps active at these frequencies lie 1 to 1.5 nm into the 4 nm oxide, where the shift is smaller by $1-x/t_{ox}$; including this factor lowers the corner to between 100 and 200 Hz.

## When the result fails

**Degeneracy.** If a site can hold one electron, a hop needs an empty destination. The mean profile stays linear, because $\rho_i(1-\rho_{i+1})-\rho_{i+1}(1-\rho_i)=\rho_i-\rho_{i+1}$. In a long chain, where neighbour correlations are neglected, the hop noise acquires the factor $1-\rho$. For source filling $\rho_s$ and an empty drain, $\rho=\rho_s(1-y)$ with $y=x/L$, and

$$F=\frac{2}{\rho_s}\int_0^1\rho(1-\rho)\,dy=1-\frac{2\rho_s}{3}.$$

A test diagonalized chains of three and six sites at $\rho_s=0.6$. After removal of a correction inversely proportional to length, it gave $F=0.6000$, as predicted.

For elastic scattering each electron energy acts as its own chain. At small fugacity $z$ the source filling is $ze^{-\epsilon}$, where $\epsilon$ is kinetic energy over $kT$. With a constant scattering time the two-dimensional diffusion coefficient is proportional to $\epsilon$, which supplies the weight:

$$1-F=\frac23\,\frac{\int_0^\infty\epsilon z^2e^{-2\epsilon}d\epsilon}{\int_0^\infty\epsilon ze^{-\epsilon}d\epsilon}=\frac23\,\frac{z^2/4}{z}=\frac z6.$$

If all electrons sit in the lowest twofold subband, with in-plane mass 0.19 electron masses, $z=2.4\times10^{-4}$ and the shortfall is 0.004%. This is an upper bound: at 300 K in this depletion field only about half of the electrons occupy that subband, which lowers $z$ to about $1.3\times10^{-4}$ and the shortfall to roughly 0.001%.

**Charge feedback.** Extra electrons lower the surface potential by $qn/C$, where $C=C_{ox}+C_{dep}=0.863+0.176=1.04$ µF/cm² is held constant along the channel. This adds drift to diffusion and multiplies the flux $-D\,dn/dx$ by $1+y$, where now $y=qn/(CV_T)$. The quantity with a linear profile is then $y+y^2/2$. The telescoping argument still holds with this quantity in place of $n$, so $S_I$ remains proportional to $\int n\,dx$. With $y=r$ at the source and an empty drain,

$$I=\frac{WDCV_T}{L}\left(r+\frac{r^2}2\right),\qquad \frac1L\int_0^Ly\,dx=\frac{\int_0^ry(1+y)\,dy}{r+r^2/2}.$$

Substitution into $S_I=(4q^2DW/L^2)\int n\,dx$ gives

$$F=\frac{2(r^2/2+r^3/3)}{(r+r^2/2)^2}=\frac{1+2r/3}{(1+r/2)^2}\simeq1-\frac r3.$$

At 300 K, $r=0.0060$ and the shortfall is 0.2%, much larger than that from degeneracy. This effect sets the upper current limit of the simple result here: a 1% shortfall is reached at 64 nA.

**Cooling.** At fixed $I_f$, cooling reduces neither limit: $4qI_f$ and $2qI_f$ contain no temperature. What changes is the bias scale and the validity of the model. With a rough mobility of 1000 cm²/Vs at the two lower temperatures, 300 cm²/Vs at 300 K as before, and the same 12.4 nA:

| $T$ (K) | Ideal 1% bias (mV) | $r$ | Current for 1% feedback shortfall (nA) |
|---:|---:|---:|---:|
| 300 | 137 | 0.006 | 64 |
| 77 | 35 | 0.027 | 14 |
| 4.2 | 1.9 | 8.4 | 0.042 |

At 77 K the feedback shortfall is 0.9%, so the example still meets the 1% feedback limit, though narrowly. At 4.2 K it does not. The value $r=8.4$ comes from a density calculated without feedback but with a degeneracy correction (the plain formula $I_f=qWDn_s/L$ gives 9.1), so the 76% shortfall it implies is a sign of failure, not a prediction. Solving $r+r^2/2=9.1$ within the feedback model gives $r=3.4$ and a 55% shortfall, with degeneracy left out. The current limit is self-consistent within the feedback model: about 42 pA. That model assumes diffusion, which is itself doubtful here: at the assumed mobility and an effective mass of 0.19 electron masses, the path between collisions is only about a tenth of the reduced thermal wavelength $\hbar/\sqrt{2m^*kT}$. Band tails, dopant freeze-out and contact resistance are left out, and any of them can invalidate the ideal 1.9 mV scale.

## The model beside a real transistor

The geometry, oxide and doping are roughly those of a deliberately long transistor in a mature CMOS process; the mobility is a rough value too. One assumption that can upset the bookkeeping is that drain bias leaves the source barrier alone. If the barrier falls so that the drain acts like a gate voltage $\sigma V_{DS}$, the saturated conductance gains $\sigma I/(mV_T)$. Treating this as a thermal conductance adds a false noise term of relative size

$$\frac{4kT\,\sigma I/(mV_T)}{2qI}=\frac{2\sigma}m.$$

For an illustrative $\sigma=10$ mV/V this is 1.7% of $2qI$; at 100 mV/V it would be 17%. Such values belong to much shorter or non-uniformly doped channels. In the uniform micrometre-long example the drain field decays along the surface over a few tens of nanometres, and true barrier lowering is negligible. The flux formula itself survives, with $I_f$ taken at the actual bias. In a device with 10 mV/V, the current and noise at 500 mV would both be about 17% above their fixed-$I_f$ values. In a one-sided junction estimate the drain depletion layer grows from 64 to 79 nm between 0 and 500 mV, a change of about 1.5% of $L$. This bulk estimate ignores the gate; a two-dimensional solution of Poisson's equation with junctions 50 to 100 nm deep gives about 2%. This shortening of the channel raises the current without changing the Fano factor. In the example $L$ means the stretch of flat potential between the source and drain depletion layers; the distance between the junctions themselves is longer. The backscattering length $2D/v$, with $v$ the mean thermal speed along the channel, is about 13 nm or 1.3% of $L$. It likewise affects the crossing probability but not the Poisson statistics. For channel electrons tunnelling through the 4 nm oxide, a rectangular-barrier estimate (3.1 eV, oxide mass 0.4 electron masses, $10^{13}$ attempts per second) gives a gate current of order $10^{-16}$ of the drain current. An oxide mass of 0.3 or 0.5 moves this by two to three orders of magnitude either way, and it stays negligible. Leakage through defects and through the gate overlaps is not covered by it.

## What to do about it

- In a circuit model for this regime, use one white drain-current source, $2q(I_f+I_r)$. If the model offers separate channel thermal and shot sources, enable one of them, after checking that it has both correct limits.
- Use $2qI+4kTg_{ds}$ only with the ideal reverse-flux conductance $I_r/V_T$. A measured saturated conductance also contains barrier lowering and channel shortening.
- To check a device, hold $V_{GS}$ fixed and sweep $V_{DS}$ from zero to several $V_T$. For negligible barrier lowering, the white noise power should halve. Otherwise, compare it with $2qI\coth(V_{DS}/2V_T)$, using the current measured at each bias. At 100 kHz the example lies well inside its window: the estimated flicker contribution in saturation is at most about 0.4% of the white noise for the assumed trap density, and the diffusion frequency is a thousand times higher.
- Size the amplifier against the device noise. A resistor has the same current noise when $4kT/R=2qI$, or $R=2V_T/I=51.7\ \text{mV}/12.43\ \text{nA}=4.2$ MΩ. A room-temperature feedback resistor must be much larger than this if the transistor is to dominate.
- When cooling, reduce the current until $r\ll1$. This is necessary but not sufficient for using the shot-noise value as a calibration: the electrons must also still cross the channel by ordinary diffusion, which a lower current does not ensure at 4.2 K.

The numerical output below gives the remaining bias points and intermediate values.

## Computed values

```
Master equation vs Poisson, largest error: 1.4e-14 (rate unit)
Exclusion, source filling 0.6: long-chain Fano 0.6000
T = 300 K, V_T = 25.85 mV
W = 10 um, L = 1 um, oxide = 4 nm
Doping = 3.0e+17 cm^-3, surface potential = 0.80 V
Mobility = 300 cm2/Vs, D = 7.756 cm2/s
Source-end density = 1.0e+09 cm^-2
Forward current I_f = 12.426 nA
Zero-bias conductance = 480.7 nS
Johnson noise 4kTg = 7963 fA^2/Hz
V_DS mV | I nA | S fA^2/Hz | S/(2qI) | slices + 2qI fA^2/Hz | g_ds nS
    0 |  0.000 |   7963 |    inf |   7963 | 480.65
   10 |  3.986 |   6686 |  5.235 |   7963 | 326.47
   25 |  7.701 |   5496 |  2.227 |   7963 | 182.75
   50 | 10.630 |   4557 |  1.338 |   7963 |  69.48
  100 | 12.166 |   4065 |  1.043 |   7963 |  10.04
  500 | 12.426 |   3982 |  1.000 |   7963 |   0.00
Noise amplitude: zero bias 89.2, 500 mV 63.1 fA/sqrt(Hz)
Noise is 1% above 2qI at V_DS = 137.1 mV
Diffusion frequency D/(2 pi L^2) = 123.4 MHz
Zero-bias noise excess at that frequency = 2.20 %
C_ox = 0.863, C_dep = 0.176 uF/cm2
Slope factor = 1.204
Same I_f at three temperatures (cold mobilities are rough):
300.0 K: mobility 300 cm2/Vs, V_T 25.852 mV, ideal 1% bias 137.10 mV
  density 1.00e+09 cm^-2, fugacity 2.44e-04, degeneracy shortfall 0.0041 %
  feedback r 0.0060, shortfall 0.198 %, current for 1% shortfall 63.9653 nA
77.0 K: mobility 1000 cm2/Vs, V_T 6.635 mV, ideal 1% bias 35.19 mV
  density 1.17e+09 cm^-2, fugacity 1.11e-03, degeneracy shortfall 0.0185 %
  feedback r 0.0271, shortfall 0.898 %, current for 1% shortfall 14.0463 nA
4.2 K: mobility 1000 cm2/Vs, V_T 0.362 mV, ideal 1% bias 1.92 mV
  density 1.97e+10 cm^-2, fugacity 4.09e-01, degeneracy shortfall 5.4422 %
  feedback r 8.3790, shortfall 75.545 %, current for 1% shortfall 0.0418 nA
Barrier lowering 10 mV/V (rough): false thermal term/2qI = 1.66 %
Drain depletion, 0 and 500 mV: 64.0, 79.1 nm
Depletion change / L = 1.51 %
Mean free path = 12.6 nm, over L = 1.26 %
Gate tunnelling / drain current, rough = 9.7e-17
Flicker corner in saturation, rough = 356 Hz
```
